# The Valensi–Carter Law for Oxidation of a Metal Sphere: a numerical check

```python
"""
Result under test: diffusion-controlled oxidation of a metal sphere obeys
 [z-(z-1)(1-a)^(2/3)-(1+(z-1)a)^(2/3)]/(z-1) = 2 k t/r0^2,
and reduces to planar growth x^2 = k_p t, k_p = 2 z k, at small a.
a: fraction of metal consumed; z: oxide volume per consumed metal volume;
r0: initial radius; r1: core radius; r2: outer radius; x = r2-r1;
k: metal-recession constant; k_p: planar scale-thickness constant.
Dimensionless tests use r0 = 1 and k = 1.
"""
import numpy as np
from scipy.constants import R, atm
from scipy.integrate import quad, solve_bvp, solve_ivp
from scipy.optimize import brentq


def conversion_function(a, z):
    if abs(z - 1) < 1e-12:
        return 1 - 2*a/3 - (1 - a)**(2/3)
    w = z - 1
    return (z - w*(1 - a)**(2/3) - (1 + w*a)**(2/3))/w


def radii(a, z):
    return (1 - a)**(1/3), (1 + (z - 1)*a)**(1/3)


def time_by_quadrature(a, z):
    """Integrate the core-recession rate directly."""
    def time_per_radius(core):
        outer = (z + (1 - z)*core**3)**(1/3)
        return core*(outer - core)/outer
    return quad(time_per_radius, (1 - a)**(1/3), 1,
                epsabs=0, epsrel=1e-10)[0]


def hollow_function(a, z):
    return 2*a/3 - ((1 + z*a)**(2/3) - 1)/z


# Shell flux with a transport coefficient that depends on potential.
def transport(mu):
    return 0.2 + mu**2


inner_r, outer_r, mu_inner = 0.5, 1.2, 2.0
mesh = np.linspace(inner_r, outer_r, 60)
guess = mu_inner*(outer_r - mesh)/(outer_r - inner_r)
shell = solve_bvp(
    lambda r, y, p: np.array([-p[0]/(r**2*transport(y[0]))]),
    lambda ya, yb, p: np.array([ya[0] - mu_inner, yb[0]]),
    mesh, guess[None, :], p=[2.0], tol=1e-8, max_nodes=20000)
assert shell.success
potential_integral = quad(transport, 0, mu_inner)[0]
shell_formula = potential_integral*inner_r*outer_r/(outer_r - inner_r)
shell_error = abs(shell.p[0]/shell_formula - 1)
assert shell_error < 1e-5

# Closed law against direct integration, including z = 1 and completion.
law_error = 0.0
for ratio in (0.7, 1.0, 1.7, 2.6):
    for a in (0.05, 0.3, 0.7, 1.0):
        numerical = 2*time_by_quadrature(a, ratio)
        error = abs(numerical/conversion_function(a, ratio) - 1)
        law_error = max(law_error, error)
assert law_error < 1e-8
for ratio in (0.7, 1.7, 2.6):
    completion = (ratio - ratio**(2/3))/(ratio - 1)
    assert abs(2*time_by_quadrature(1, ratio)/completion - 1) < 1e-8

# Early-time expansions, using times from the rate integral.
small_a = 1e-3
for ratio in (1.3, 2.0, 2.6):
    elapsed = time_by_quadrature(small_a, ratio)
    core, outer = radii(small_a, ratio)
    time_slope = (2*elapsed/(ratio*small_a**2/9) - 1)/small_a
    thick_slope = ((outer-core)**2/(2*ratio*elapsed) - 1)/small_a
    width_slope = ((outer-core)/(ratio*small_a/3) - 1)/small_a
    assert abs(time_slope - 4*(2-ratio)/9) < 5e-3
    assert abs(thick_slope - 2*(2-ratio)/9) < 5e-3
    assert abs(width_slope - (2-ratio)/3) < 5e-3

# Square-root disappearance of the core.
last_core = 1e-3
remaining = quad(
    lambda r: r*(1 - r/(1.7 - 0.7*r**3)**(1/3)),
    0, last_core, epsabs=0)[0]
assert abs(2*remaining/last_core**2 - 1) < 2e-3


def explicit_vacancies(site_fraction, z, cells, final_a=0.5):
    """Solve vacancy diffusion in a moving, incompressible oxide lattice."""
    start_a = 0.02
    diffusivity = z/site_fraction
    xi = np.linspace(0, 1, cells + 1)
    core0, outer0 = radii(start_a, z)
    r_start = core0 + xi*(outer0 - core0)
    profile = (1/core0 - 1/r_start)/(1/core0 - 1/outer0)
    state0 = np.r_[profile[1:-1], core0, outer0]

    def rates(t, state):
        u = np.r_[0.0, state[:-2], 1.0]
        core, outer = state[-2:]
        h = (outer - core)/cells
        slope_in = (4*u[1] - u[2])/(2*h)
        slope_out = (3*u[-1] - 4*u[-2] + u[-3])/(2*h)
        core_rate = -slope_in
        outer_rate = (core_rate*core**2/outer**2
                      + z*slope_out/(1 - site_fraction))
        r = core + xi[1:-1]*(outer - core)
        slope = (u[2:] - u[:-2])/(2*h)
        curvature = (u[2:] - 2*u[1:-1] + u[:-2])/h**2
        lattice = core_rate*core**2/r**2
        grid = core_rate + xi[1:-1]*(outer_rate - core_rate)
        change = (diffusivity*(curvature + 2*slope/r)
                  + (grid - lattice)*slope)
        return np.r_[change, core_rate, outer_rate]

    target = (1 - final_a)**(1/3)

    def reached(t, state):
        return state[-2] - target
    reached.terminal = True
    reached.direction = -1
    run = solve_ivp(rates, (0, 1), state0, method="BDF",
                    events=reached, rtol=1e-7, atol=1e-9)
    assert run.success and len(run.t_events[0]) == 1
    total = conversion_function(start_a, z)/2 + run.t_events[0][0]
    deviation = 2*total/conversion_function(final_a, z) - 1
    outer_end = run.y_events[0][0][-1]
    volume_error = outer_end**3 - (1 + (z - 1)*final_a)
    assert abs(volume_error) < site_fraction
    return deviation


# Rough values for nickel oxidizing in air.
radius_um = 20.0
temperature = 1273.0
metal_molar_cm3 = 6.6
oxide_molar_cm3 = 11.2
kp_cm2_s = 5e-11
z = oxide_molar_cm3/metal_molar_cm3
kp_um2_h = kp_cm2_s*1e8*3600
k_cm2_s = kp_cm2_s/(2*z)
time_unit_h = z*radius_um**2/kp_um2_h

dev_large = explicit_vacancies(0.04, z, 80)
dev_small = explicit_vacancies(0.02, z, 80)
dev_coarse = explicit_vacancies(0.02, z, 40)
assert abs(dev_large) < 0.04 and abs(dev_small) < 0.02
assert abs(dev_small) < 0.6*abs(dev_large)
mesh_shift = dev_small - dev_coarse
assert abs(mesh_shift) < 1e-3

# Rigid hollow scale with metal activity over its whole inner surface.
for a in (0.1, 0.5, 1.0):
    integral = quad(lambda b: (2/3)*(1 - (1 + z*b)**(-1/3)), 0, a)[0]
    assert abs(integral/hollow_function(a, z) - 1) < 1e-8
    assert hollow_function(a, z) < conversion_function(a, z)

completion_h = time_unit_h*conversion_function(1, z)
hollow_h = time_unit_h*hollow_function(1, z)

print(f"Shell-flux relative error: {shell_error:.1e}")
print(f"Largest conversion-law relative error: {law_error:.1e}")
print(f"Initial radius: {radius_um:.1f} um")
print(f"Temperature: {temperature:.0f} K")
print(f"Rough Ni molar volume: {metal_molar_cm3:.1f} cm3/mol")
print(f"Rough NiO molar volume: {oxide_molar_cm3:.1f} cm3/mol")
print(f"Volume ratio z: {z:.3f} (dimensionless)")
print(f"Rough planar constant k_p: {kp_cm2_s:.1e} cm2/s")
print(f"Recession constant k: {k_cm2_s:.3e} cm2/s")
print(f"Time unit z*r0^2/k_p: {time_unit_h:.2f} h")
print("Columns: a, G, r1/um, r2/um, x/um, time/h, planar time/h")
for a in (0.01, 0.10, 0.25, 0.50, 0.75, 0.90, 1.00):
    core, outer = radii(a, z)
    g = conversion_function(a, z)
    planar_h = time_unit_h*z*a**2/9
    print(f"{a:.2f} {g:.6f} {radius_um*core:.2f} {radius_um*outer:.2f}"
          f" {radius_um*(outer-core):.3f} {time_unit_h*g:.4f}"
          f" {planar_h:.4f}")
for hours in (1.0, 4.0, 8.0):
    a = brentq(lambda q: conversion_function(q, z)-hours/time_unit_h, 0, 1)
    planar_a = 3*np.sqrt(kp_um2_h*hours)/(z*radius_um)
    print(f"At {hours:.0f} h: conversion {a:.4f}, planar {planar_a:.4f}")
print(f"Completion time: {completion_h:.2f} h = {completion_h*3600:.3e} s")
equal_volume_h = time_unit_h*conversion_function(1, 1)
print(f"Completion with z=1 in law, same k: {equal_volume_h:.2f} h")
print(f"First time correction 4(2-z)/9: {4*(2-z)/9:.4f} per unit a")
print(f"First x^2 correction 2(2-z)/9: {2*(2-z)/9:.4f} per unit a")

print(f"Hollow-limit completion: {hollow_h:.2f} h")
print(f"Solid/hollow completion-time ratio: {completion_h/hollow_h:.2f}")
print(f"Hollow-limit outer radius: {radius_um*(1+z)**(1/3):.2f} um")
print(f"Vacancy-model time shift, fraction 0.04: {100*dev_large:.3f} %")
print(f"Vacancy-model time shift, fraction 0.02: {100*dev_small:.3f} %")
print(f"Mesh shift, 40 to 80 cells: {100*mesh_shift:.4f} % points")
vacancy_fraction = 1e-4
storage_percent = 100*dev_small*vacancy_fraction/0.02
print(f"Rough NiO vacancy fraction: {vacancy_fraction:.0e}")
print(f"Scaled defect-storage time shift: {storage_percent:.1e} %")

# Size gas and heat effects early, when the reaction is fast.
early_a = 0.01
core, outer = radii(early_a, z)
core_m, outer_m = core*radius_um*1e-6, outer*radius_um*1e-6
molar_rate = (4*np.pi*k_cm2_s*1e-4/(metal_molar_cm3*1e-6)
              * core_m*outer_m/(outer_m-core_m))
gas_diffusivity_cm2_s = 2.0
oxygen_fraction = 0.21
oxygen_density = oxygen_fraction*atm/(R*temperature)
oxygen_drop = 0.5*molar_rate/(4*np.pi*gas_diffusivity_cm2_s*1e-4*outer_m)
heat_kj_mol = 240.0
gas_conductivity = 0.08
heating = molar_rate*heat_kj_mol*1e3/(4*np.pi*gas_conductivity*outer_m)
print(f"Gas and heat estimates at conversion: {early_a:.2f}")
print(f"Nickel consumption rate there: {molar_rate:.2e} mol/s")
print(f"Rough O2 diffusivity in air: {gas_diffusivity_cm2_s:.1f} cm2/s")
print(f"Surface O2 depletion: {100*oxygen_drop/oxygen_density:.1e} %")
print(f"Rough heat release: {heat_kj_mol:.0f} kJ/mol")
print(f"Rough gas conductivity: {gas_conductivity:.2f} W/(m K)")
print(f"Particle self-heating: {heating:.3f} K")

expansion = 1.6e-5
expansion_percent = 100*((1 + expansion*(temperature-293))**2 - 1)
activation_kj_mol = 200.0
temperature_error = 10.0
kp_factor = np.exp(activation_kj_mol*1e3/R
                  * (1/temperature - 1/(temperature+temperature_error)))
print(f"Rough linear expansion: {expansion:.1e} 1/K")
print(f"Expansion from 293 K: time shift {expansion_percent:.1f} %")
print(f"Rough activation energy: {activation_kj_mol:.0f} kJ/mol")
print(f"k_p rise for {temperature_error:.0f} K: {100*(kp_factor-1):.1f} %")
size_factor = 1.10
print(f"Radius factor {size_factor:.2f}: time factor {size_factor**2:.2f}")
spread = 3.0
print(f"k_p factor {spread:.0f} higher: completion {completion_h/spread:.2f} h")
print(f"k_p factor {spread:.0f} lower: completion {completion_h*spread:.2f} h")
print("all assertions hold")
```

Output:

```
Shell-flux relative error: 2.5e-11
Largest conversion-law relative error: 7.2e-13
Initial radius: 20.0 um
Temperature: 1273 K
Rough Ni molar volume: 6.6 cm3/mol
Rough NiO molar volume: 11.2 cm3/mol
Volume ratio z: 1.697 (dimensionless)
Rough planar constant k_p: 5.0e-11 cm2/s
Recession constant k: 1.473e-11 cm2/s
Time unit z*r0^2/k_p: 37.71 h
Columns: a, G, r1/um, r2/um, x/um, time/h, planar time/h
0.01 0.000019 19.93 20.05 0.113 0.0007 0.0007
0.10 0.001915 19.31 20.45 1.144 0.0722 0.0711
0.25 0.012351 18.17 21.10 2.929 0.4658 0.4444
0.50 0.053564 15.87 22.10 6.222 2.0199 1.7776
0.75 0.138892 12.60 23.01 10.410 5.2377 3.9996
0.90 0.234343 9.28 23.52 14.241 8.8372 5.7594
1.00 0.393505 0.00 23.86 23.855 14.8392 7.1104
At 1 h: conversion 0.3607, planar 0.3750
At 4 h: conversion 0.6732, planar 0.7500
At 8 h: conversion 0.8726, planar 1.0607
Completion time: 14.84 h = 5.342e+04 s
Completion with z=1 in law, same k: 12.57 h
First time correction 4(2-z)/9: 0.1347 per unit a
First x^2 correction 2(2-z)/9: 0.0673 per unit a
Hollow-limit completion: 4.31 h
Solid/hollow completion-time ratio: 3.45
Hollow-limit outer radius: 27.84 um
Vacancy-model time shift, fraction 0.04: 1.043 %
Vacancy-model time shift, fraction 0.02: 0.518 %
Mesh shift, 40 to 80 cells: -0.0072 % points
Rough NiO vacancy fraction: 1e-04
Scaled defect-storage time shift: 2.6e-03 %
Gas and heat estimates at conversion: 0.01
Nickel consumption rate there: 9.90e-12 mol/s
Rough O2 diffusivity in air: 2.0 cm2/s
Surface O2 depletion: 4.9e-03 %
Rough heat release: 240 kJ/mol
Rough gas conductivity: 0.08 W/(m K)
Particle self-heating: 0.118 K
Rough linear expansion: 1.6e-05 1/K
Expansion from 293 K: time shift 3.2 %
Rough activation energy: 200 kJ/mol
k_p rise for 10 K: 15.9 %
Radius factor 1.10: time factor 1.21
k_p factor 3 higher: completion 4.95 h
k_p factor 3 lower: completion 44.52 h
all assertions hold
```
